# The DMFT grand potential and its chemical-potential derivative: verification in Python

```python
"""
Result under test (DMFT, paramagnetic one-band Hubbard model, per site):
  Omega = Omega_imp - T sum_{n,spin} [ int D(e) ln(zeta-e) de + ln G ],
  -dOmega/dmu = density, when the impurity and local lattice G agree.
Symbols: D(e) density of states with zero mean; zeta = i w + mu - Sigma;
Delta = sum_k V_k^2/(i w - e_k) hybridization; G_imp = 1/(zeta-Delta);
Omega_imp = -T ln(Z_impurity/Z_bath); T temperature (k_B = 1).
For an arbitrary bath the local logarithm contains G_imp, and then
  dOmega = -n_imp dmu + T sum_{n,spin} (G_imp-G_loc) dzeta.
Energies are in units of the half-bandwidth of the semicircular band.
"""
from functools import lru_cache
import numpy as np
from scipy.optimize import least_squares
from scipy.special import logsumexp, polygamma

N_FREQ = 400


@lru_cache(maxsize=None)
def creation_operators(levels):
    """Creation operators of one spin species with fermionic signs."""
    create = np.array([[0.0, 0.0], [1.0, 0.0]])
    parity, one = np.diag([1.0, -1.0]), np.eye(2)
    result = []
    for j in range(levels):
        op = np.eye(1)
        for k in range(levels):
            factor = parity if k < j else (create if k == j else one)
            op = np.kron(op, factor)
        result.append(op)
    return result


def matsubara(T, count):
    return np.pi * T * (2 * np.arange(count) + 1)


def hybridization(omega, e, V):
    return (V**2 / (1j * omega[:, None] - e)).sum(axis=1)


def solve_impurity(mu, U, T, e, V, omega):
    """Full diagonalization: Omega_imp, total density, G for one spin."""
    L = len(e) + 1
    c = creation_operators(L)
    h = -mu * c[0] @ c[0].T
    for k in range(1, L):
        h = h + e[k - 1] * c[k] @ c[k].T
        h = h + V[k - 1] * (c[0] @ c[k].T + c[k] @ c[0].T)
    number = np.rint(sum(np.diag(op @ op.T) for op in c)).astype(int)
    sectors = [np.flatnonzero(number == a) for a in range(L + 1)]
    n0 = np.diag(c[0] @ c[0].T)
    energy, vector, occupation = {}, {}, {}
    for a, sa in enumerate(sectors):
        for b, sb in enumerate(sectors):
            ia, ib = np.eye(len(sa)), np.eye(len(sb))
            H = np.kron(h[np.ix_(sa, sa)], ib)
            H = H + np.kron(ia, h[np.ix_(sb, sb)])
            H = H + U * np.diag(np.kron(n0[sa], n0[sb]))
            energy[a, b], vector[a, b] = np.linalg.eigh(H)
            occupation[a, b] = (n0[sa][:, None] + n0[sb][None, :]).ravel()
    ground = min(x[0] for x in energy.values())
    boltz = {key: np.exp(-(x - ground) / T) for key, x in energy.items()}
    Z = sum(x.sum() for x in boltz.values())
    density = sum((occupation[q] @ vector[q]**2) @ boltz[q]
                  for q in energy) / Z
    omega_imp = ground - T * np.log(Z)
    omega_imp += 2 * T * np.logaddexp(0.0, -e / T).sum()
    G = np.zeros(len(omega), dtype=complex)
    for a in range(L):
        add = c[0][np.ix_(sectors[a + 1], sectors[a])]
        for b in range(L + 1):
            op = np.kron(add, np.eye(len(sectors[b])))
            M = vector[a + 1, b].T @ op @ vector[a, b]
            weight = M**2 * (boltz[a + 1, b][:, None] + boltz[a, b]) / Z
            pole = energy[a + 1, b][:, None] - energy[a, b]
            keep = weight > 1e-16
            G += (weight[keep] / (1j * omega[:, None] - pole[keep])).sum(1)
    return omega_imp, density, G


def local_green(zeta, dos):
    levels, weights = dos
    return (weights / (zeta[:, None] - levels)).sum(axis=1)


def grand_potential(mu, U, T, e, V, dos):
    """All parts of the functional; leading 1/w^2 tails are added."""
    levels, weights = dos
    m2 = weights @ levels**2
    omega = matsubara(T, N_FREQ)
    tail = polygamma(1, N_FREQ + 0.5) / (2 * np.pi * T)**2
    omega_imp, n_imp, G = solve_impurity(mu, U, T, e, V, omega)
    delta = hybridization(omega, e, V)
    zeta = delta + 1 / G
    G_loc = local_green(zeta, dos)
    band_log = np.log(1 - levels / zeta[:, None]) @ weights
    lattice = -4 * T * (band_log.real.sum() + 0.5 * m2 * tail)
    local = -4 * T * (np.log(G * zeta).real.sum() - (V @ V) * tail)
    static = mu - U * n_imp / 2
    n_loc = 1 + 4 * T * (G_loc.real.sum() + static * tail)
    return dict(total=omega_imp + lattice + local, imp=omega_imp,
                lattice=lattice, local=local, n_imp=n_imp, n_loc=n_loc,
                G=G, G_loc=G_loc, zeta=zeta, delta=delta,
                sigma=1j * omega + mu - zeta, tail=tail)


def self_consistent_bath(mu, U, T, e, V, dos):
    """Iterate impurity solution and least-squares fit of the bath."""
    levels, weights = dos
    m2 = weights @ levels**2
    scale = np.sqrt(m2)
    omega = matsubara(T, 32)
    nb = len(e)

    def stack(x):
        return np.concatenate([x.real, x.imag])

    def jacobian(p):
        g = 1 / (1j * omega[:, None] - p[:nb])
        return stack(np.hstack([p[nb:]**2 * g**2, 2 * p[nb:] * g]))

    for iteration in range(1, 46):
        old = hybridization(omega, e, V)
        G = solve_impurity(mu, U, T, e, V, omega)[2]
        zeta = old + 1 / G
        target = (zeta - 1 / local_green(zeta, dos)) / m2

        def residual(p):
            return stack(hybridization(omega, p[:nb], p[nb:]) - target)

        start = np.concatenate([e, V / scale])
        fit = least_squares(residual, start, jac=jacobian, method="lm",
                            xtol=1e-11, ftol=1e-11, gtol=1e-13,
                            max_nfev=1000)
        e, V = fit.x[:nb], scale * fit.x[nb:]
        change = np.max(np.abs(hybridization(omega, e, V) - old)) / m2
        if change < 1e-6:
            break
    assert change < 1e-5, "self-consistency loop did not converge"
    return e, V, iteration


U, T, mu = 2.0, 0.2, 0.4
M = 40
angle = np.pi * np.arange(1, M + 1) / (M + 1)
semicircle = (np.cos(angle), 2 * np.sin(angle)**2 / (M + 1))
print(f"U = {U:.3f}, T = {T:.3f}, mu = {mu:.3f} [half-bandwidth]")
print(f"band second moment = {semicircle[1] @ semicircle[0]**2:.6f}"
      " [half-bandwidth^2]")

# Free electrons: any bath must give the free-band grand potential.
e_test, V_test = np.array([-0.5, 0.8]), np.array([0.4, 0.5])
free = grand_potential(mu, 0.0, T, e_test, V_test, semicircle)["total"]
free_exact = -2 * T * (semicircle[1]
                       @ np.logaddexp(0, (mu - semicircle[0]) / T))
print(f"U=0: functional {free:.8f}, free band {free_exact:.8f}"
      " [half-bandwidth]")
assert abs(free - free_exact) < 1e-7

# Differential identities for a bath that is not self-consistent.
h = 2e-4
centre = grand_potential(mu, U, T, e_test, V_test, semicircle)
plus = grand_potential(mu + h, U, T, e_test, V_test, semicircle)
minus = grand_potential(mu - h, U, T, e_test, V_test, semicircle)
mismatch = centre["G"] - centre["G_loc"]
dzeta = (plus["zeta"] - minus["zeta"]) / (2 * h)
numeric = (plus["total"] - minus["total"]) / (2 * h)
extra = 4 * T * (mismatch * dzeta).real.sum()
formula = -centre["n_imp"] + extra
fixed_bath = (plus["imp"] - minus["imp"]) / (2 * h)
print("Arbitrary bath, not self-consistent:")
print(f"  n_imp = {centre['n_imp']:.7f} [electrons/site]")
print(f"  -dOmega_imp/dmu at fixed bath = {-fixed_bath:.7f}"
      " [electrons/site]")
print(f"  dF/dmu: difference {numeric:.7f}, identity {formula:.7f}"
      " [electrons/site]")
print(f"  mismatch term in identity = {extra:.7f} [electrons/site]")
assert abs(fixed_bath + centre["n_imp"]) < 1e-6
assert abs(numeric - formula) < 2e-6

shift = np.array([h, 0.0])
plus = grand_potential(mu, U, T, e_test, V_test + shift, semicircle)
minus = grand_potential(mu, U, T, e_test, V_test - shift, semicircle)
dzeta = (plus["zeta"] - minus["zeta"]) / (2 * h)
ddelta = (plus["delta"] - minus["delta"]) / (2 * h)
numeric = (plus["total"] - minus["total"]) / (2 * h)
formula = 4 * T * (mismatch * dzeta).real.sum()
imp_numeric = (plus["imp"] - minus["imp"]) / (2 * h)
imp_formula = 4 * T * ((centre["G"] * ddelta).real.sum()
                       - 2 * V_test[0] * centre["tail"])
print(f"  dOmega_imp/dV1: difference {imp_numeric:.7f},"
      f" response {imp_formula:.7f} [dimensionless]")
print(f"  dF/dV1: difference {numeric:.7f}, identity {formula:.7f}"
      " [dimensionless]")
assert abs(imp_numeric - imp_formula) < 2e-6
assert abs(numeric - formula) < 2e-6

# Absolute value against an exactly diagonalized two-site Hubbard model.
atom = -T * np.log(1 + 2 * np.exp(mu / T) + np.exp((2 * mu - U) / T))
print(f"Atomic grand potential = {atom:.8f} [half-bandwidth]")
errors, hopping_parts = [], []
for hop in (0.03, 0.06):
    c = creation_operators(2)
    occ = [op @ op.T for op in c]
    one_body = -mu * (occ[0] + occ[1])
    one_body = one_body - hop * (c[0] @ c[1].T + c[1] @ c[0].T)
    H = np.kron(one_body, np.eye(4)) + np.kron(np.eye(4), one_body)
    H = H + U * sum(np.kron(n, n) for n in occ)
    exact = -T * logsumexp(-np.linalg.eigvalsh(H) / T) / 2
    dimer = (np.array([-hop, hop]), np.array([0.5, 0.5]))
    e2, V2, _ = self_consistent_bath(
        mu, U, T, np.array([-mu, U - mu]),
        hop * np.sqrt([0.5, 0.5]), dimer)
    value = grand_potential(mu, U, T, e2, V2, dimer)["total"]
    errors.append(value - exact)
    hopping_parts.append(exact - atom)
    print(f"Dimer t={hop:.2f}: exact {exact:.9f}, DMFT {value:.9f}"
          " [half-bandwidth/site]")
    print(f"  hopping part {exact - atom:.3e}, DMFT error"
          f" {value - exact:.3e} [half-bandwidth/site]")
error_ratio = errors[1] / errors[0]
part_ratio = hopping_parts[1] / hopping_parts[0]
print(f"Doubling t: hopping part x {part_ratio:.3f},"
      f" DMFT error x {error_ratio:.3f} [ratio]")
assert 11 < error_ratio < 21
assert 3 < part_ratio < 5
assert abs(errors[0]) < 0.05 * abs(hopping_parts[0])

# Self-consistent Hubbard solution and total derivative with respect to mu.
e0 = np.array([-0.9, -0.1, 0.6, 1.7])
V0 = np.full(4, 0.25)
e0, V0, iterations = self_consistent_bath(mu, U, T, e0, V0, semicircle)
main = grand_potential(mu, U, T, e0, V0, semicircle)
order = np.argsort(e0)
print(f"Self-consistent semicircular band, {iterations} iterations:")
for k in order:
    print(f"  bath energy {e0[k]:.5f}, coupling {abs(V0[k]):.5f}"
          " [half-bandwidth]")
w0 = matsubara(T, 1)[0]
print(f"  lowest Matsubara frequency = {w0:.6f} [half-bandwidth]")
for label, key in (("G_imp", "G"), ("G_loc", "G_loc")):
    z = main[key][0]
    print(f"  {label} there = {z.real:.6f} {z.imag:+.6f} i"
          " [1/half-bandwidth]")
z = main["sigma"][0]
print(f"  Sigma there = {z.real:.6f} {z.imag:+.6f} i [half-bandwidth]")
misfit = np.max(np.abs(main["G"] - main["G_loc"]))
print(f"  largest |G_imp-G_loc| = {misfit:.2e} [1/half-bandwidth]")
for label, key in (("Omega_imp", "imp"), ("lattice log part", "lattice"),
                   ("local log part", "local"), ("Omega/N", "total")):
    print(f"  {label} = {main[key]:.7f} [half-bandwidth/site]")

step = 0.01
side = []
for sign in (1, -1):
    m = mu + sign * step
    es, Vs, _ = self_consistent_bath(m, U, T, e0, V0, semicircle)
    side.append(grand_potential(m, U, T, es, Vs, semicircle))
    print(f"  mu={m:.2f}: Omega/N = {side[-1]['total']:.7f}"
          " [half-bandwidth/site]")
slope = {key: -(side[0][key] - side[1][key]) / (2 * step)
         for key in ("imp", "lattice", "local", "total")}
for label, key in (("Omega_imp", "imp"), ("lattice log part", "lattice"),
                   ("local log part", "local"), ("Omega/N", "total")):
    print(f"  -d({label})/dmu = {slope[key]:.6f} [electrons/site]")
print(f"  density from impurity = {main['n_imp']:.6f} [electrons/site]")
print(f"  density from lattice G = {main['n_loc']:.6f} [electrons/site]")
density_error = abs(slope["total"] - main["n_loc"])
impurity_gap = abs(slope["imp"] - main["n_loc"])
print(f"  error of -dOmega/dmu = {density_error:.2e},"
      f" of -dOmega_imp/dmu = {impurity_gap:.2e} [electrons/site]")
# These tolerances allow for the finite bath and the finite mu step.
assert misfit < 1e-3
assert abs(main["n_imp"] - main["n_loc"]) < 5e-4
assert density_error < 5e-4
assert impurity_gap > 10 * density_error
print("verified")
```

It prints:

```
U = 2.000, T = 0.200, mu = 0.400 [half-bandwidth]
band second moment = 0.250000 [half-bandwidth^2]
U=0: functional -0.99606746, free band -0.99606746 [half-bandwidth]
Arbitrary bath, not self-consistent:
  n_imp = 0.8243473 [electrons/site]
  -dOmega_imp/dmu at fixed bath = 0.8243473 [electrons/site]
  dF/dmu: difference -0.8329487, identity -0.8329487 [electrons/site]
  mismatch term in identity = -0.0086014 [electrons/site]
  dOmega_imp/dV1: difference -0.8264605, response -0.8264605 [dimensionless]
  dF/dV1: difference 0.0532177, identity 0.0532177 [dimensionless]
Atomic grand potential = -0.55175615 [half-bandwidth]
Dimer t=0.03: exact -0.552087731, DMFT -0.552087587 [half-bandwidth/site]
  hopping part -3.316e-04, DMFT error 1.440e-07 [half-bandwidth/site]
Dimer t=0.06: exact -0.553087399, DMFT -0.553085112 [half-bandwidth/site]
  hopping part -1.331e-03, DMFT error 2.287e-06 [half-bandwidth/site]
Doubling t: hopping part x 4.015, DMFT error x 15.879 [ratio]
Self-consistent semicircular band, 7 iterations:
  bath energy -1.00252, coupling 0.21942 [half-bandwidth]
  bath energy -0.15629, coupling 0.28221 [half-bandwidth]
  bath energy 0.62235, coupling 0.23677 [half-bandwidth]
  bath energy 2.04790, coupling 0.25713 [half-bandwidth]
  lowest Matsubara frequency = 0.628319 [half-bandwidth]
  G_imp there = -0.039775 -0.780269 i [1/half-bandwidth]
  G_loc there = -0.039775 -0.780269 i [1/half-bandwidth]
  Sigma there = 0.475106 -0.454901 i [half-bandwidth]
  largest |G_imp-G_loc| = 4.66e-07 [1/half-bandwidth]
  Omega_imp = -0.7596906 [half-bandwidth/site]
  lattice log part = -0.1168897 [half-bandwidth/site]
  local log part = 0.2226642 [half-bandwidth/site]
  Omega/N = -0.6539161 [half-bandwidth/site]
  mu=0.41: Omega/N = -0.6623267 [half-bandwidth/site]
  mu=0.39: Omega/N = -0.6455478 [half-bandwidth/site]
  -d(Omega_imp)/dmu = 0.783556 [electrons/site]
  -d(lattice log part)/dmu = -0.072469 [electrons/site]
  -d(local log part)/dmu = 0.127857 [electrons/site]
  -d(Omega/N)/dmu = 0.838944 [electrons/site]
  density from impurity = 0.838953 [electrons/site]
  density from lattice G = 0.838953 [electrons/site]
  error of -dOmega/dmu = 9.12e-06, of -dOmega_imp/dmu = 5.54e-02 [electrons/site]
verified
```
